Why LDA and PBE Slabs Have No Image-Potential Rydberg Series

An electron outside a flat metal is attracted by its own image charge, and far from the surface its potential energy is −1/(4z) hartree. This tail supports an infinite series of levels below the vacuum level,

E_n = −0.85 eV/(n + a)², n = 1, 2, 3, …

with a number a that settles to a constant near threshold. A slab calculation in the local density approximation (LDA), or with the PBE functional, has no such series. Its potential dies exponentially in the vacuum and holds a finite number of bound levels. The further vacuum states in its output belong to the simulation cell: they lie above the vacuum level and sink towards it as the cell is enlarged.

**The belief and its appeal**

The belief is that the empty, vacuum-located bands of a semilocal slab calculation are the image states, perhaps with somewhat wrong energies. It has real support. Such bands have most of their weight outside the metal. They move along the surface like free electrons. They lie within a fraction of an electronvolt of the vacuum level, which is also the scale of the image series, and those of one parity form a ladder, with one more node on each side of the slab at each rung. An LDA slab may even bind an empty level just below the vacuum level. What has to be settled is whether the ladder comes from the surface or from the box.

I use Rydberg atomic units: lengths in bohr, energies in Ry, and H = −d²/dz² + V(z) for motion normal to the surface. The vacuum level is zero. Results are given in eV and nm.

**What the image tail does**

A charge at distance z from a perfectly screening plane has its image at distance 2z. The attractive force is 1/(2z)² in hartree per bohr. The work done against it from z to infinity gives

V(z) = −∫_z^∞ dz′/(4z′²) = −1/(4z) hartree = −1/(2z) Ry.

First put a hard wall at z = 0. With E = −q² the equation is

u″ + u/(2z) = q²u, u(0) = 0.

Write u = f exp(−qz). Then u″ = (f″ − 2qf′ + q²f) exp(−qz), and the q² terms cancel:

f″ − 2qf′ + f/(2z) = 0.

Insert f = Σ c_j z^j with j ≥ 1. Collecting the power z^(j−1) gives

j(j + 1)c_(j+1) = (2qj − 1/2)c_j.

If the series does not end, its coefficients have the ratio 2q/j at large j, so f grows like exp(2qz) and u diverges. It ends at j = n if 2qn = 1/2, that is, q = 1/(4n). Hence

E_n = −1/(16n²) Ry = −0.8504 eV/n².

This is the s-wave hydrogen problem with nuclear charge Z = 1/4. The hydrogen mean radius 3n²/(2Z) becomes ⟨z⟩ = 6n² bohr: 0.32, 1.27 and 2.86 nm for the first three levels.

A real surface is not a hard wall at the image plane. Its effect can be seen semiclassically. Define ν by E = −1/(16ν²), so q = 1/(4ν). The outer turning point is z_t = 1/(2q²). With z = z_t sin²θ the local wavenumber is q cot θ, and the phase collected in the tail is

∫_0^(z_t) √(1/(2z) − q²) dz = 2q z_t ∫_0^(π/2) cos²θ dθ = π/(4q) = πν.

The inner region adds a phase offset φ(E), so the levels obey πν = πn + φ, or ν = n + a with a = φ/π. Close to the surface the potential is much deeper than the small energy E, so φ tends to a constant as E → 0. Successive levels then differ by one in ν. The inner region sets a, and the tail sets the 0.85 eV and the inverse square. If the electron can cross the slab, the inner region includes the slab, and a depends on its thickness too.

**What the LDA tail does**

In a slab the motion normal to the surface is quantized into subbands. If the slab is uniform along its surface, as jellium is, all electrons of one subband share the same profile in z. (In a crystal the profile also depends on the wavevector along the surface, but every occupied state still decays exponentially, with a decay constant no smaller than the square root of the work function in Ry.) Far out the highest occupied subband, with edge ε_top, dominates the density:

n(z) ∝ exp(−2κz), κ = √(−ε_top).

The electrostatic potential energy outside a neutral slab follows from Poisson's equation, V_H″ = −8πn, with V_H and its slope zero at infinity:

V_H = −8π ∫_z^∞ (z′ − z)n(z′) dz′ = −8πn(z) ∫_0^∞ t exp(−2κt) dt = −2πn(z)/κ².

It decays as fast as the density. The local exchange potential is

v_x = −2(3n/π)^(1/3) Ry,

and local correlation also scales as n^(1/3) at very low density. The cube root decays more slowly than n itself, so it controls the tail:

V(z) ∝ exp(−2κz/3).

The physical reason is plain. The image attraction comes from charge rearranged in the metal, far from the electron. A local functional evaluates exchange and correlation from the density at the electron's own position, and out there the density is nearly gone.

Now count the bound levels. For a symmetric slab each level is even or odd about the centre. The number of bound levels of one parity equals the number of nodes, on one side of the centre, of the zero-energy solution u″ = Vu of that parity. Behind an exponential tail u″ soon vanishes and u becomes a straight line,

u ∝ z − b,

where b is the scattering length. A straight line has at most one more node, so the total is finite. Behind the image tail, u″ = −u/(2z), and the solution keeps oscillating with phase

∫ dz/√(2z) = √(2z).

Out to a distance R this gives about √(2R)/π nodes, a number that grows without limit. The missing series is therefore a failure in kind: no adjustment of a short-ranged potential will produce it.

**How far "semilocal" may be stretched**

PBE exchange is the local exchange energy density times an enhancement factor F(s). The reduced gradient s is proportional to |n′|/n^(4/3), which grows as exp(2κz/3) in the tail. There F saturates at 1.804 with a correction of order 1/s². The gradient term in the potential contains F′(s) ∝ 1/s³ ∝ n, which is negligible beside n^(1/3). What remains is 1.804 times the local exchange potential, still exponential. Evaluating the full PBE exchange-correlation potential at 60 bohr on an exponential density gives the ratio 1.8040, so PBE correlation does not alter the conclusion.

Becke 88 exchange is different, because its enhancement is unbounded. Let ρ be the density of one spin, G = −dρ/dz = 2κρ, and x = G/ρ^(4/3). In hartree its gradient part is

f = −βρ^(4/3)x²/(1 + 6βx asinh x) → −G/(6Λ), Λ = ln(2x) = ln 2 + ln G − (4/3) ln ρ.

The potential is v = ∂f/∂ρ + d/dz(∂f/∂G); the plus sign arises because dρ/dz = −G. The first term is

∂f/∂ρ = (G/6Λ²)(−4/(3ρ)) = −4κ/(9Λ²).

For the second, ∂f/∂G = −1/(6Λ) + 1/(6Λ²), and dΛ/dz = −2κ + 8κ/3 = 2κ/3. To leading order its derivative is

(2κ/3)/(6Λ²) = κ/(9Λ²).

The sum is −κ/(3Λ²). Since Λ → 2κz/3,

v → −3/(4κz²) hartree = −g/z² Ry, g = 3/(2κ).

This is a power law, but the wrong one. Set u = √z w(t) with t = ln z. At zero energy the equation becomes

d²w/dt² + (g − 1/4)w = 0.

For g > 1/4, w oscillates in ln z with frequency s₀ = √(g − 1/4), and there are infinitely many nodes. At energy −q² the decaying solution depends on the product qz, so the next shallow level appears when ln q falls by π/s₀:

E_(j+1)/E_j = exp(−2π/s₀).

An isolated surface with this functional can thus have an infinite ladder, but a geometric one. With the κ of the slab treated below, g = 2.47, and close to the vacuum level each level is bound about 68 times more weakly than the one before. The statement about exponential tails therefore belongs to LDA and to gradient functionals whose enhancement levels off as that of PBE does, not to every semilocal functional.

**Box states**

In a supercell, slabs repeat with vacuum between them. Let R be the distance from a slab centre to the middle of the vacuum. At the zone centre, a state even about the slab is even about the vacuum middle too, so its slope vanishes at R. An odd state has a node there.

Above the vacuum level E = k². At low energy, with kb small, the outer wave is u ∝ sin[k(z − b)]. For the lowest even state of positive energy, zero slope at R requires k(R − b) = π/2, so

E = [π/(2(R − b))]² Ry.

This is the ground level of a box of width 2(R − b). It is positive, and it tends to zero as the inverse square of the vacuum width. Higher box levels of one parity move apart with increasing energy, while Rydberg levels crowd together towards the vacuum level.

**A slab in numbers**

Take a jellium slab, in which the ions are smeared into a uniform positive background, with density parameter r_s = 3 bohr and thickness 1.06 nm. I solved its LDA equations self-consistently on a grid of 0.1 bohr. Four subbands are occupied, the work function is 3.2 eV, and the highest occupied subband starts 5.01 eV below vacuum. With 1 Ry·bohr² = 0.0381 eV nm²,

κ = √(5.01/0.0381) = 11.5 nm⁻¹, 3/(2κ) = 0.131 nm.

The computed potential does decay with a length of 0.131 nm. At 2 nm from the background edge, the middle of a 4 nm vacuum, the tail of one surface is −0.0024 meV. A single image charge, measured from the image plane introduced below, would give −0.19 eV there.

The isolated LDA slab binds four even and four odd levels, and a longer vacuum adds none. For comparison, I kept the LDA potential inside an image plane 0.07 nm beyond the background edge and replaced it outside by

V = −[1 − exp(−λζ)]/(2ζ) Ry,

where ζ is the distance from the plane and λ makes the join continuous. The density was not recalculated. Now the number of bound levels depends on the room available: 10 even and 9 odd for R = 250 bohr, 17 and 16 for R = 1000 bohr. The gain of seven in each parity agrees with (√2000 − √500)/π = 7.1.

The levels of this slab, starting from ν ≈ 1, are

even: −0.848, −0.238, −0.104, −0.057 eV, with ν = 1.00, 1.89, 2.87, 3.86

odd: −0.430, −0.154, −0.076, −0.045 eV, with ν = 1.41, 2.35, 3.34, 4.33.

The steps in ν approach one. Counting n from 1 in each list, a drifts from 0.00 to −0.14 for the even levels and from 0.41 to 0.33 for the odd ones. A symmetric slab always has an even and an odd series. Here they differ because jellium has no band gap: the electron passes through the slab, and the two surfaces are coupled. If the interior reflected the electron, the two series would nearly coincide.

Next, both potentials were placed in cells with 4, 8 and 16 nm of vacuum, each potential being held fixed while the cell grew. The lowest even states are

LDA, lowest above vacuum: +0.0339, +0.0070, +0.0016 eV

image tail, first of the series: −0.848, −0.848, −0.848 eV.

The two rows do not show the same state in two potentials. The first image level has as many nodes as the fourth even LDA level, which is bound at about −0.45 eV; the box state has one node more on each side of the slab. The LDA numbers are those of a box. The even scattering length is b = 0.876 nm. For 8 nm of vacuum R = 0.529 + 4.000 = 4.529 nm, so

E = 0.0381 × [π/(2 × 3.653)]² = 0.0070 eV.

In this cell 99.9% of the box state lies outside the background edge, against 82% of the image level. Weight in the vacuum therefore does not identify an image state; here the box state has more of it.

One LDA level deserves a closer look. The fourth odd level of the isolated slab is bound by just 1.7 meV on this grid (1.6 meV on a grid four times finer), and outside the slab it decays over √(0.0381/0.0017) ≈ 4.7 nm. Its parity has b = 5.7 nm. In a cell with R < b, the node forced at R comes before the node of the zero-energy line, and the level is pushed above vacuum. This happens for 4 nm of vacuum (R = 2.5 nm) and for 8 nm (R = 4.5 nm), but not for 16 nm (R = 8.5 nm). A single calculation could present it as a box state or as a weakly bound image state, depending on the cell. It is a true bound state of the LDA potential, but it has no series above it.

**Real surfaces and real cells**

The density r_s = 3 is roughly that of the s electrons of silver. The calculated work function, 3.2 eV, is low beside silver's, which is somewhat above 4 eV. The larger difference is the crystal. On the (100) faces of silver and copper a band gap reflects the electron near the vacuum level, so each surface has its own series instead of the coupled pair found here. The first level there is bound by roughly half an electronvolt, which corresponds to 1 + a = √(0.85/0.5) ≈ 1.3. The model's −0.85 and −0.43 eV should therefore not be read as predictions for silver.

The position of the image plane was chosen, not calculated from the response of the slab, and it matters as well. Moving it by 0.05 nm towards the metal or away from it changes the first even level from −0.85 to −0.72 or −0.89 eV. Screening was taken as instantaneous. The surface plasmon energy of this jellium, 6.4 eV, is well above the binding energies, which supports that choice for the outer levels; the correction close to the surface was not calculated.

The correct tail does not remove the need for a wide vacuum. The third hard-wall level has its mean position 2.9 nm out, which does not fit in half of a 4 nm gap. Facing metal surfaces also produce repeated images. Midway between image planes a distance d apart, the image charges alternate in sign and the sum is −(2 ln 2)/d Ry, where the nearest image on its own gives −1/d. For 4 nm of vacuum, d = 3.86 nm, and the two values are −0.26 and −0.19 eV. The cells above used the nearest image and so omit the difference, about 0.07 eV at the middle of the vacuum. That is nearly a third of the binding of the second even level, although the level itself shifts by less, because the difference shrinks towards the surfaces.

The practical test follows from the derivation. In an LDA or PBE calculation, take the levels at zero wavevector along the surface (elsewhere the kinetic energy of the motion along the surface is added to them), refer the energies to the potential in the middle of the vacuum, then repeat the calculation with the vacuum doubled and the slab unchanged. (With an image tail the potential there is still below the vacuum level, by 0.26 eV in the 4 nm example, and this must be allowed for.) A level that stays above zero and, as the doubling is repeated, falls by a factor that approaches four is a box state; for the lowest even box state above, the factors are 4.8 and 4.4. The approach can be slow: the next box state, which is odd, falls by 4.7 at both doublings. At the next two doublings, to 32 and 64 nm, its factor even rises, to 4.9 and 5.0. Its parity has a large scattering length, and the factor turns back and settles to four only when R is very much larger than b. In a narrow vacuum a single doubling may not be enough to decide. A level that stays at a fixed negative energy is bound by the potential of the slab and its surfaces. A level close to zero that does neither, like the fourth odd level above, calls for a still wider cell. To belong to the image series it must also have successors, with steps in ν that approach one, and an exponential tail cannot supply them.
